# Born stability of cubic, hexagonal and rhombohedral crystals from strain irreps

**Q.** I have the elastic constants of a crystal. To decide whether it is elastically stable, can I not just check that they are all positive?

**A.** No. That is neither necessary nor sufficient. Stability is a statement about energy. Take a homogeneous crystal at zero stress and apply a small uniform strain $\varepsilon_{ij}$. The linear term in the energy vanishes because the stress is zero, so the energy density is

$$U=\tfrac12\sum_{ijkl}C_{ijkl}\,\varepsilon_{ij}\varepsilon_{kl}.$$

Born stability means $U>0$ for every nonzero strain. In Voigt notation, with $e_1=\varepsilon_{xx}$, $e_2=\varepsilon_{yy}$, $e_3=\varepsilon_{zz}$ and the engineering shears $\gamma_4=2\varepsilon_{yz}$, $\gamma_5=2\varepsilon_{xz}$, $\gamma_6=2\varepsilon_{xy}$, $U$ is a quadratic form in six variables. A coefficient of a cross term, such as $C_{12}$ in $C_{12}e_1e_2$, may be negative without harm, or positive and too large.

**Q.** Then I diagonalize the $6\times6$ Voigt matrix?

**A.** Its signs would serve, but its eigenvalues depend on the choice of axes, because $\gamma_4$ counts $\varepsilon_{yz}$ twice. The natural squared length of a strain is

$$\sum_{ij}\varepsilon_{ij}^2=e_1^2+e_2^2+e_3^2+2\varepsilon_{yz}^2+2\varepsilon_{xz}^2+2\varepsilon_{xy}^2 ,$$

which rotations preserve. So use $s_4=\sqrt2\,\varepsilon_{yz}=\gamma_4/\sqrt2$, and likewise $s_5,s_6$, beside $e_1,e_2,e_3$. In these coordinates $U=\frac12 s^TKs$. Since $\gamma=\sqrt2\,s$, $K$ has $C_{IJ}$ between normal strains, $\sqrt2\,C_{IJ}$ between a normal strain and a shear, and $2C_{IJ}$ between shears.

With eigenvalues $\lambda_n$ of $K$ and amplitudes $a_n$ along its orthonormal eigenvectors, $U=\frac12\sum_n\lambda_na_n^2$. This is positive for every nonzero strain if and only if all six $\lambda_n$ are positive. Necessity and sufficiency are settled here; what remains is to find the $\lambda_n$.

**Q.** What does symmetry contribute?

**A.** A symmetry operation $g$ sends $\varepsilon$ to $g\varepsilon g^T$. This acts on the six coordinates as an orthogonal matrix $D$. The energy is unchanged, so $D^TKD=K$, or $KD=DK$. By Schur's lemma, $K$ cannot connect inequivalent irreducible representations (irreps) of the strain. Inversion has $g=-1$ and leaves every strain alone, so an improper operation $g$ acts on strains exactly as the proper rotation $-g$. The rotation group meant below is the one obtained by this replacement, not the subgroup of proper rotations: class $\bar6$ counts as $C_6$, $\bar6m2$ as $D_6$, $3m$ as $D_3$ and $\bar43m$ as $O$.

A rotation by $\theta$ has vector eigenvalues $1,e^{i\theta},e^{-i\theta}$. Strains are symmetric products of two vectors, with eigenvalues $1,1,e^{\pm i\theta},e^{\pm2i\theta}$. The character is therefore

$$\chi(\theta)=2+2\cos\theta+2\cos2\theta=4\cos^2\theta+2\cos\theta .$$

**Q.** Start with a cubic crystal. How many blocks are there?

**A.** In the rotation group $O$, the classes $E$, $8C_3$, $3C_2$, $6C_4$, $6C_2'$ have $\chi=6,0,2,0,2$. Projecting onto the irreps gives

$$n_{A_1}=\frac{6+3\cdot2+6\cdot2}{24}=1,\qquad n_E=\frac{2\cdot6+3\cdot2\cdot2}{24}=1,$$

$$n_{T_2}=\frac{3\cdot6+3(-1)(2)+6(1)(2)}{24}=1 .$$

The dimensions $1+2+3$ exhaust the six strains. Each irrep occurs once, so each has a single eigenvalue, found by applying $K$ to any member:

- $A_1$, uniform dilatation $(1,1,1)$: each row gives $C_{11}+2C_{12}$.
- $E$, for example $(1,-1,0)$: the rows give $C_{11}-C_{12}$ times $(1,-1,0)$.
- $T_2$, the three shears: $2C_{44}$.

The cubic conditions are

$$C_{11}+2C_{12}>0,\qquad C_{11}-C_{12}>0,\qquad C_{44}>0 .$$

The three eigenvalues are independent combinations of three constants, so any one can be negative while the others are positive. No condition can be dropped.

**Q.** The classes with the smaller rotation group $T$ lack the fourfold axes. Could their $E$ pair split?

**A.** No. The threefold rotation acts on the plane spanned by the two $E$ strains as a rotation by $120^\circ$. A real $2\times2$ matrix commuting with such a rotation is a multiple of the identity plus a multiple of the antisymmetric matrix. $K$ is symmetric, so the second part is absent.

**Q.** I have seen the cubic conditions written as $C_{44}>0$ and $C_{11}>|C_{12}|$. Is that the same?

**A.** It is incomplete. It allows $C_{12}$ down to $-C_{11}$, while the dilatation condition requires $C_{12}>-C_{11}/2$. The two sets agree when $C_{12}\ge0$, but not in general. Take model constants $C_{11}=100$, $C_{12}=-60$, $C_{44}=50$ GPa. The incomplete set accepts them, yet

$$C_{11}+2C_{12}=100-120=-20\ \text{GPa}.$$

The other eigenvalues are $160$ GPa (twice) and $100$ GPa (three times). For a relative volume change $\delta$, each normal strain is $\delta/3$, so $U=\frac12(C_{11}+2C_{12})\cdot3(\delta/3)^2=\frac12B\delta^2$ with $B=(C_{11}+2C_{12})/3=-6.67$ GPa. The crystal lowers its energy by changing its volume.

**Q.** Surely such a crystal would show an imaginary sound speed?

**A.** It does not. For a plane wave with direction $n$ and unit polarization $v$ in a crystal without piezoelectric coupling, the density times squared speed is an eigenvalue of $\Gamma_{ik}=\sum_{jl}C_{ijkl}n_jn_l$. For a cubic crystal,

$$v^T\Gamma v=C_{44}+(C_{11}-C_{12}-2C_{44})\sum_in_i^2v_i^2+(C_{12}+C_{44})(n\cdot v)^2 .$$

With the numbers above this is $50+60\sum_in_i^2v_i^2-10(n\cdot v)^2$ GPa. The Cauchy inequality gives $(n\cdot v)^2\le3\sum_in_i^2v_i^2$, hence

$$v^T\Gamma v\ge50+30\sum_in_i^2v_i^2\ge50\ \text{GPa}.$$

The value $50$ GPa is reached for $n$ along $x$ and $v$ along $y$. All sound speeds are real. A plane wave produces only strains of the form $\frac12(n_iv_j+v_in_j)$, and a pure uniform dilatation is not one of them: any dilatation $n\cdot v$ comes with a change of shape. Here the positive energy of that change of shape outweighs the negative energy of the dilatation. This depends on the constants: for $n=v$ along $[111]$ the formula gives $(C_{11}+2C_{12}+4C_{44})/3$, which is $60$ GPa here but would be negative for $C_{44}<5$ GPa. Real sound speeds are necessary for Born stability but not sufficient.

**Q.** Now a hexagonal crystal. Do I need the character table again?

**A.** Phases under a rotation about the main axis $z$ are quicker. Define

$$p=(e_1-e_2)+i\gamma_6,\qquad q=\gamma_5+i\gamma_4 .$$

Since $p=(\varepsilon_{xx}-\varepsilon_{yy})+2i\varepsilon_{xy}$ transforms like $(x+iy)^2$, and $q=2(\varepsilon_{xz}+i\varepsilon_{yz})$ like $(x+iy)z$, a rotation of the strain by $\varphi$ multiplies $p$ by $e^{2i\varphi}$ and $q$ by $e^{i\varphi}$. The strains $e_1+e_2$ and $e_3$ do not change.

For a sixfold axis, $\varphi=60^\circ$. The products $p^2$, $q^2$, $pq$ and $pq^*$ acquire phases of $240^\circ$, $120^\circ$, $180^\circ$ and $60^\circ$, so none may appear in the energy. Nor may $p$ or $q$ multiply an unchanged strain. What survives is $|p|^2$, $|q|^2$ and a form in $e_1+e_2$ and $e_3$. In the group $D_6$ this is the decomposition $2A_1+E_2+E_1$.

**Q.** What are the coefficients of $|p|^2$ and $|q|^2$?

**A.** Rewrite the in-plane normal energy:

$$\tfrac12C_{11}(e_1^2+e_2^2)+C_{12}e_1e_2=\tfrac14(C_{11}+C_{12})(e_1+e_2)^2+\tfrac14(C_{11}-C_{12})(e_1-e_2)^2 .$$

The last term fixes the coefficient of $|p|^2=(e_1-e_2)^2+\gamma_6^2$ as $\frac14(C_{11}-C_{12})$. Comparison with $\frac12C_{66}\gamma_6^2$ gives $C_{66}=\frac12(C_{11}-C_{12})$. The coefficient of $|q|^2$ is $\frac12C_{44}$.

Put $u=(e_1-e_2)/\sqrt2$. Then $|p|^2=2(u^2+s_6^2)$ and $|q|^2=2(s_4^2+s_5^2)$, so the doublet energy is

$$\tfrac12(C_{11}-C_{12})(u^2+s_6^2)+\tfrac12(2C_{44})(s_4^2+s_5^2).$$

The eigenvalues are $C_{11}-C_{12}$ and $2C_{44}$, each twice.

**Q.** And the two unchanged strains? Symmetry cannot separate them.

**A.** Right: two copies of one irrep can mix. With $a=(e_1+e_2)/\sqrt2$ and $b=e_3$, their energy is

$$\tfrac14(C_{11}+C_{12})\,2a^2+\sqrt2\,C_{13}ab+\tfrac12C_{33}b^2
=\tfrac12\begin{pmatrix}a&b\end{pmatrix}
\begin{pmatrix}C_{11}+C_{12}&\sqrt2\,C_{13}\\ \sqrt2\,C_{13}&C_{33}\end{pmatrix}
\begin{pmatrix}a\\b\end{pmatrix}.$$

A symmetric $2\times2$ matrix is positive exactly when one diagonal entry and the determinant are positive. The hexagonal conditions are therefore

$$C_{11}-C_{12}>0,\quad C_{11}+C_{12}>0,\quad (C_{11}+C_{12})C_{33}>2C_{13}^2,\quad C_{44}>0 .$$

The first two together say $C_{11}>|C_{12}|$. With the third they imply $C_{33}>0$.

**Q.** Is the sign condition $C_{11}+C_{12}>0$ worth writing? The determinant already looks strict.

**A.** A positive determinant means that the two eigenvalues have the same sign, and both may be negative. Take $(C_{11},C_{12},C_{13},C_{33},C_{44})=(40,-60,10,-30,30)$ GPa. Then $C_{11}-C_{12}=100$ GPa and $C_{44}=30$ GPa are positive, and $(-20)(-30)=600$ exceeds $2\cdot10^2=200$ GPa². Yet the $A_1$ eigenvalues are

$$-25\pm\sqrt{5^2+200}=-25\pm15=-40,\ -10\ \text{GPa}.$$

Requiring $C_{33}>0$ in place of $C_{11}+C_{12}>0$ would work equally well.

**Q.** I also have a note with $(C_{11}+2C_{12})C_{33}>2C_{13}^2$. Is it merely a more cautious version?

**A.** It is wrong in both directions. The factor $C_{11}+2C_{12}$ belongs to the cubic dilatation, where three normal strains are equivalent; here there are two. Keep $C_{33}=60$ and $C_{44}=30$ GPa.

With $C_{11}=100$, $C_{12}=50$, $C_{13}=70$ GPa, the wrong product is $200\cdot60=12000$ GPa², above $2C_{13}^2=9800$ GPa², so the crystal is accepted. The correct product is $150\cdot60=9000$ GPa², and the lowest eigenvalue is $-3.74$ GPa. All five constants are positive here, which also answers your first question.

With $C_{11}=100$, $C_{12}=-40$, $C_{13}=30$ GPa, the wrong product is $20\cdot60=1200$ GPa², below $1800$ GPa², so the crystal is rejected. The correct product is $60\cdot60=3600$ GPa², and the lowest eigenvalue is $60-\sqrt{1800}=17.57$ GPa. This crystal is stable, with a negative constant.

**Q.** A rhombohedral crystal has a threefold axis instead. What changes?

**A.** Now $\varphi=120^\circ$. The phases of $p^2$, $q^2$ and $pq^*$ are $480^\circ$, $240^\circ$ and $120^\circ$, still forbidden. But $pq$ acquires $360^\circ$ and is allowed. The two doublets have become copies of the same irrep, and in $D_3$ the strains reduce to $2A_1+2E$. The $A_1$ block is as before. The doublet energy is

$$U_E=\tfrac14(C_{11}-C_{12})|p|^2+\tfrac12C_{44}|q|^2+\operatorname{Re}(Zpq)$$

with one complex constant $Z$.

**Q.** How is $Z$ related to the Voigt constants?

**A.** Multiply out:

$$pq=(e_1-e_2)\gamma_5-\gamma_6\gamma_4+i\left[(e_1-e_2)\gamma_4+\gamma_6\gamma_5\right].$$

The Voigt energy contains $C_{15}e_1\gamma_5$ and $C_{14}e_1\gamma_4$. Matching them gives $\operatorname{Re}Z=C_{15}$ and $-\operatorname{Im}Z=C_{14}$, so $Z=C_{15}-iC_{14}$. The remaining terms give $C_{24}=-C_{14}$, $C_{56}=C_{14}$, $C_{25}=-C_{15}$ and $C_{46}=-C_{15}$.

In classes $32$, $3m$ and $\bar3m$, put $x$ along a twofold axis or normal to a mirror. Either operation reverses $\gamma_5$ and keeps $e_1-e_2$, so $C_{15}=0$. In classes $3$ and $\bar3$ nothing forces this.

**Q.** Four coupled strains and two coupling constants: does that not call for a quartic equation?

**A.** No, because the phases of $p$ and $q$ are free. Write $c=|Z|=\sqrt{C_{14}^2+C_{15}^2}$. At fixed $|p|$ and $|q|$, the lowest value of $\operatorname{Re}(Zpq)$ is $-c|p||q|$, and a suitable phase attains it. Hence $U_E$ is positive for all nonzero $(p,q)$ exactly when

$$\tfrac14(C_{11}-C_{12})|p|^2-c|p||q|+\tfrac12C_{44}|q|^2>0$$

for all magnitudes not both zero. This needs $C_{11}-C_{12}>0$. Completing the square in $|p|$ then leaves $|q|^2$ with the coefficient $\frac12C_{44}-c^2/(C_{11}-C_{12})$, which must be positive. The rhombohedral conditions are

$$C_{11}-C_{12}>0,\qquad C_{11}+C_{12}>0,$$

$$(C_{11}+C_{12})C_{33}>2C_{13}^2,\qquad (C_{11}-C_{12})C_{44}>2\left(C_{14}^2+C_{15}^2\right).$$

$C_{44}>0$ follows from the first and last. When $c=0$ the hexagonal set returns.

**Q.** You have the conditions, but not the eigenvalues.

**A.** Turn the axes by $\varphi$ about $z$, the crystal staying fixed. The components become $p'=pe^{-2i\varphi}$ and $q'=qe^{-i\varphi}$. The energy is the same, so $Z'=Ze^{3i\varphi}$. Multiplying by $i$ gives

$$C_{14}'+iC_{15}'=(C_{14}+iC_{15})e^{3i\varphi}.$$

Choose $\varphi$ so that $C_{15}'=0$ and $C_{14}'=c$. The coupling is then

$$c\left[(e_1-e_2)\gamma_4+\gamma_6\gamma_5\right]=2c\,(us_4+s_6s_5),$$

with all strains in the turned axes. The pairs $(u,s_4)$ and $(s_6,s_5)$ decouple and have the same matrix:

$$\begin{pmatrix}C_{11}-C_{12}&2c\\2c&2C_{44}\end{pmatrix},\qquad
\lambda_\pm=\frac{C_{11}-C_{12}}2+C_{44}\pm\sqrt{\left(\frac{C_{11}-C_{12}}2-C_{44}\right)^2+4c^2}.$$

Each eigenvalue occurs twice. The signs of $C_{14}$ and $C_{15}$ do not matter, since they depend on the axes.

**Q.** Show me a case with numbers.

**A.** Take a model crystal with $C_{11}=100$, $C_{12}=20$, $C_{13}=30$, $C_{33}=60$, $C_{44}=30$, $C_{14}=20$ GPa and $C_{15}=0$. The $A_1$ block has diagonal entries $120$ and $60$ GPa and off-diagonal entry $\sqrt2\cdot30=42.43$ GPa:

$$\lambda=90\pm\sqrt{30^2+1800}=38.04,\ 141.96\ \text{GPa}.$$

The $E$ block has diagonal entries $80$ and $60$ GPa and off-diagonal entry $40$ GPa:

$$\lambda_\pm=70\pm\sqrt{10^2+40^2}=28.77,\ 111.23\ \text{GPa, each twice}.$$

The crystal is stable. With the other constants fixed, stability is lost at $|C_{14}|=\sqrt{80\cdot30/2}=34.64$ GPa.

The Voigt matrix would show $17.25$ and $92.75$ GPa for one partner of the doublets, from $\begin{pmatrix}80&20\sqrt2\\20\sqrt2&30\end{pmatrix}$, and $14.38$ and $55.62$ GPa for the other, from $\begin{pmatrix}40&20\\20&30\end{pmatrix}$. The degeneracy is hidden. The signs survive because the Voigt matrix and $K$ describe the same energy and differ only by a rescaling of the shear coordinates.

**Q.** What if I overlook $C_{14}$ and use the hexagonal conditions?

**A.** Raise $C_{14}$ to $36$ GPa. The hexagonal conditions do not contain it and remain satisfied. But $2C_{14}^2=2592$ GPa² now exceeds $80\cdot30=2400$ GPa², and

$$\lambda_-=70-\sqrt{10^2+72^2}=-2.69\ \text{GPa, twice}.$$

The soft strain in the pair $(u,s_4)$ obeys $(80+2.69)u+72s_4=0$, so $s_4=-1.148\,u$. For total strain norm $\sqrt{u^2+s_4^2}=0.01$, this gives

$$\varepsilon_{xx}=-\varepsilon_{yy}=u/\sqrt2=0.00464,\qquad\varepsilon_{yz}=s_4/\sqrt2=-0.00533 .$$

Its energy density is $\frac12(-2.69)(0.01)^2=-1.35\times10^{-4}$ GPa. Neither ingredient is soft alone, since $C_{11}-C_{12}$ and $C_{44}$ are both positive. The energy falls when an in-plane distortion and a shear of the main axis occur together in the right proportion and sign. The strain breaks the threefold symmetry. Where the distortion stops is decided by terms beyond second order.

**Q.** And if I keep $C_{14}$ but omit $C_{15}$ in class $3$ or $\bar3$?

**A.** Then the lowest eigenvalue you find depends on your choice of axes, and an unstable crystal can pass as stable. Let $C_{14}=28$ and $C_{15}=24$ GPa, the rest as before. Without $C_{15}$ you would compare $2\cdot28^2=1568$ with $2400$ GPa² and find a lowest eigenvalue of $13.11$ GPa, apparently stable. The full coupling gives $2(28^2+24^2)=2720$ GPa², and

$$\lambda_-=70-\sqrt{10^2+4(28^2+24^2)}=-4.43\ \text{GPa}.$$

Turning the axes by $\varphi=-\frac13\arctan(24/28)=-13.5^\circ$ removes $C_{15}$. In those axes $C_{14}'=36.88$ GPa, which is above the limit of $34.64$ GPa.

**Q.** If all conditions hold, is the crystal stable in every sense?

**A.** No. They concern small uniform strains. They say nothing about a lattice vibration of short wavelength or about a distant structure of lower energy. The constants must also include the relaxation of the atoms inside the cell. Relaxation can only lower the energy at a given strain, so constants computed with the atoms carried along rigidly may pass while the relaxed ones fail. In a piezoelectric crystal the constants also depend on the electrical boundary condition. Those at fixed displacement field exceed those at fixed electric field by a positive semidefinite piezoelectric term, so they may pass while the fixed-field constants, which apply to a short-circuited crystal, fail. Finally, under an applied stress the energy has a linear term and the work of the load enters, so these inequalities must be rewritten with stress-corrected stiffnesses.
